# Entropy Error of a Harmonic Torsion in Dimethylzinc at 298 K

In gaseous dimethylzinc two methyl groups sit at opposite ends of a straight C–Zn–C line. They are far apart, and turning one against the other about that line costs little energy. A calculation of the vibrations nevertheless returns a frequency for this motion, since any curvature at the potential minimum gives one. Suppose that it returns 20 cm⁻¹, a quantum of 0.00248 eV, and that this number goes into the standard formula for the entropy of a harmonic oscillator. At 298.15 K, how much entropy does the formula add that the molecule does not have?

## An estimate from angles

The harmonic model lets the torsion angle run along an infinite line, held back by a weak spring. The real angle lives on a circle, and turning a methyl group by 120° gives back the same molecule. The distinct arc is therefore \(2\pi/3\approx2.1\) rad.

To see how far the spring lets the angle spread, take three protons about 1 Å from the axis. One methyl group then has a moment of inertia near 3 u Å². Two equal groups turning against each other have half of that, 1.5 u Å². Since \(\hbar^2/(2\ \mathrm{u\,Å^2})\) is about 0.0021 eV, the rotor constant \(B=\hbar^2/(2I)\) is about 0.0014 eV. Equipartition, \(I\omega^2\langle\phi^2\rangle=kT\), gives the rms angle

\[
\phi_{\rm rms}=\frac{\sqrt{2B\,kT}}{\hbar\omega}\approx\frac{\sqrt{2(0.0014)(0.026)}}{0.0025}\approx3.4\ \mathrm{rad}.
\]

A Gaussian of this spread has an effective width \(\sqrt{2\pi}\,\phi_{\rm rms}\approx8.5\) rad, four times the distinct arc. The excess room contributes \(k\ln4\approx1.4k\). The spring also stores a mean potential energy \(kT/2\), which a free rotor lacks, and this adds \(k/2\) to the entropy. The sum is \(1.9k\), or about 16 J/(mol K).

## The torsion as a separate motion

The derivation uses atomic units, \(\hbar=m_e=e=1\), and writes \(t=kT\). The methyl groups are rigid and the skeleton is straight. Let \(\alpha_1,\alpha_2\) be the angles of the groups about the common axis and \(I_1,I_2\) their moments. Zinc and carbon lie on the axis and contribute nothing. With the relative angle \(\phi=\alpha_1-\alpha_2\) and the total axial angular momentum \(L=I_1\dot\alpha_1+I_2\dot\alpha_2\),

\[
\dot\alpha_1=\frac{L+I_2\dot\phi}{I_1+I_2},\qquad
\dot\alpha_2=\frac{L-I_1\dot\phi}{I_1+I_2}.
\]

When these are put into \(\tfrac12I_1\dot\alpha_1^2+\tfrac12I_2\dot\alpha_2^2\), the terms in \(L\dot\phi\) have coefficients \(I_1I_2\) and \(-I_1I_2\) and cancel. What remains is

\[
\frac{L^2}{2(I_1+I_2)}+\frac12I\dot\phi^2,\qquad I=\frac{I_1I_2}{I_1+I_2}.
\]

The first term belongs to overall rotation. A threefold top has equal moments about all directions perpendicular to its axis, so the end-over-end moments do not depend on \(\phi\) either. The rotational factor is thus common to both treatments, and the torsion can be compared alone.

For the numbers, take a C–H length of 1.09 Å and a Zn–C–H angle of 110°. Each hydrogen is \(1.09\sin110^\circ=1.024\) Å from the axis. One group has a moment of 3.172 u Å², so \(I=1.586\) u Å² and \(B=1/(2I)=0.001318\) eV.

## Entropy of the harmonic model

Let \(x=\omega/t\). Measured from the potential minimum, the levels are \((n+\tfrac12)\omega\), and the geometric series gives

\[
q_h=\frac{e^{-x/2}}{1-e^{-x}},\qquad
\frac{U_h}{t}=\frac x2+\frac{x}{e^x-1}.
\]

From \(S/k=\ln q+U/t\), the zero-point terms cancel:

\[
\frac{S_h}{k}=\frac{x}{e^x-1}-\ln(1-e^{-x}).
\]

For small \(x\), the first term is \(1-x/2+x^2/12\), and \(\ln(1-e^{-x})=\ln x-x/2+x^2/24\), up to higher orders. Hence

\[
\frac{S_h}{k}=1-\ln x+\frac{x^2}{24}+\cdots .
\]

Here \(t=0.02569\) eV and \(x=0.0965\). The entropy is \(S_h=3.338k\), and the quantum term \(x^2/24\) is just 0.0004. The oscillator is practically classical, so its error has to come from the shape of the potential.

## Entropy of the free rotor

A free rotor has levels \(m^2/(2I)\). For integer \(m\), Poisson summation turns the sum over levels into

\[
\sum_m e^{-m^2/(2It)}=\sqrt{2\pi It}\sum_{n}e^{-2\pi^2It\,n^2},
\]

where \(n\) runs over all integers. Since \(It=t/(2B)=9.7\), the terms with \(n\ne0\) are smaller than the first by at least a factor of order \(e^{-192}\). The classical result suffices. Dividing by the internal symmetry number \(\sigma\),

\[
q_f=\frac{\sqrt{2\pi It}}{\sigma},\qquad
\frac{U_f}{t}=t\frac{d\ln q_f}{dt}=\frac12,\qquad
\frac{S_f}{k}=\frac12+\ln q_f .
\]

The value \(\sigma=3\) can be obtained by counting proton spins. A 120° turn of one methyl group is an even permutation of three protons, so the full wavefunction must be unchanged by it. The rotational factor \(e^{im\alpha}\) acquires a phase \(e^{2\pi im/3}\), which the spin factor must undo. Of the eight spin states, two (all up, all down) are unchanged by the turn. The other six form two cycles of three, and each cycle supplies one combination for each of the three possible phases. The weights are therefore 4, 2, 2, with average 8/3. Two independently turning groups have an average weight \((8/3)^2=64/9\).

In a rigid molecule the two groups must turn together. Of the 64 spin states, four are unchanged and sixty form twenty cycles, so the weights are 24, 20, 20, with average 64/3. At this temperature many levels are occupied and the averages govern the sums. Freeing the torsion thus reduces the count by \((64/3)/(64/9)=3\).

Exchange of the two ends gives a further factor 2 in both treatments. The rigid molecule has external symmetry number 6, and the flexible one has \(6\times3=18\) in total.

One detail of the level scheme remains. If the groups have axial quantum numbers \(m_1,m_2\), the torsional number is \(m=(m_1-m_2)/2\). It is an integer when \(m_1+m_2\) is even and a half-integer when it is odd. In the Poisson sum, half-integers merely attach a sign \((-1)^n\) to terms already negligible, so both sets give the same entropy here.

Numerically,

\[
q_f=\frac13\sqrt{\frac{\pi(0.02569)}{0.001318}}=2.61,\qquad S_f=1.459k .
\]

## The difference and its cause

Subtracting the two entropies, without the small quantum term, gives

\[
\frac{\Delta S}{k}=\frac{S_h-S_f}{k}
=\frac12+\ln\frac{\sigma t}{\omega\sqrt{2\pi It}} .
\]

The logarithm is \(\ln(10.36/2.609)=1.379\), so \(\Delta S=1.879k\). Multiplication by the gas constant, 8.314 J/(mol K), gives 27.76 for the oscillator, 12.13 for the rotor and 15.6 J/(mol K) for the overestimate.

The frequency also tells us how weak the barrier is. The simplest potential with the required 120° period is

\[
U(\phi)=\frac V2(1-\cos3\phi).
\]

Its curvature at the minimum is \(9V/2\), which must equal \(I\omega^2\). Hence

\[
V=\frac{2I\omega^2}{9}=\frac{\omega^2}{9B}
=\frac{(0.00248)^2}{9(0.001318)}=0.00052\ \mathrm{eV}.
\]

This is one fiftieth of \(kT\). It is also below the harmonic zero-point energy, \(\omega/2=0.00124\) eV: even the lowest harmonic level lies above the top of the barrier that is supposed to confine it.

With \(\sigma=3\), the square of the argument of the logarithm is \(9t/(2\pi I\omega^2)\). Replacing \(I\omega^2\) by \(9V/2\) leaves

\[
\frac{\Delta S}{k}=\frac12+\frac12\ln\frac{t}{\pi V}.
\]

At fixed barrier the moment of inertia has dropped out. For a barrier well below \(kT\), as here, the error is a classical one, set by the thermal energy relative to the barrier. For a higher barrier the free rotor is no longer the right reference, and this formula does not give the error of the harmonic model.

Diagonalizing the rotor with this potential, in the functions \(e^{im\phi}\) with \(|m|\le60\), gives an entropy of \(1.4588k\) after division of \(q\) by three. The free rotor has \(1.4589k\), so the remaining barrier hardly matters.

The parabola behaves quite differently. Its rms angle is \(\sqrt{2t/(9V)}=3.32\) rad, or 190°, and just 25% of its thermal weight lies within 60° of the minimum. The rest is counted at angles that repeat configurations already included, and the parabola gives them too high an energy. If the classical parabola is cut off at ±60°, numerical integration gives \(1.4587k\), the rotor value to within \(0.0002k\). At the cut its height is \(\tfrac12I\omega^2(\pi/3)^2=2.5V\), about 5% of \(kT\), so the remaining piece is nearly flat. The excess entropy thus comes from the tails of the parabola.

## High and low barriers

When the barrier is high, the harmonic model should recover. To quadratic order the potential is \(9V\phi^2/4\); the next term is \(-27V\phi^4/16\). In the harmonic distribution \(\langle\phi^2\rangle=2t/(9V)\), so \(\langle\phi^4\rangle=3\langle\phi^2\rangle^2=4t^2/(27V^2)\). The quartic term raises \(\ln q\) by \(t/(4V)\). Because \(S/k=d(t\ln q)/dt\), it raises the entropy by \(kt/(2V)\).

As an example, take \(V=60t\) and a moment 400 times larger, which keeps the motion nearly classical. Diagonalization and division by three give \(2.3465k\), against \(2.3379k\) for one harmonic well. The difference, \(0.0086k\), is close to the predicted \(k/120=0.0083k\). The same symmetry number therefore connects the free rotor to a single well, without an extra factor for three wells.

For a low barrier, average \(e^{-U/t}\) over the circle. The constant part of \(U\) contributes \(-V/(2t)\) to \(\ln q\). The cosine has mean square 1/2, and to second order contributes \(\tfrac12(V/2t)^2\tfrac12=V^2/(16t^2)\). Applying \(S/k=d(t\ln q)/dt\), the constant part drops out and the classical entropy changes by

\[
\delta S=-\frac{kV^2}{16t^2}.
\]

For dimethylzinc with \(V=0.005\) eV this gives −0.020 J/(mol K), whereas the level sum gives −0.017. With a moment 400 times larger and \(V=0.2t\), nearly the same ratio of barrier to thermal energy, level sums follow the classical law within 2%. The discrepancy for the real moment is therefore a quantum effect. At \(V=0.020\) eV the level sum gives −0.26 J/(mol K), still a small correction.

The harmonic and free-rotor entropies become equal when \(1-\ln(\omega/t)=\tfrac12+\ln q_f\), or

\[
\omega=\sigma e^{1/2}\sqrt{\frac{t}{2\pi I}}=0.0162\ \mathrm{eV}.
\]

Keeping the full harmonic formula moves the crossing to 0.0165 eV. Below it, the harmonic entropy is the larger. The crossing compares two approximations; it does not make either of them exact.

## What enters an equilibrium constant

An equilibrium constant depends on the free energy, and the harmonic model also errs in the thermal energy. From the potential minimum, the classical oscillator has energy \(t\). The weakly hindered rotor has \(t/2+V/2\) to first order in \(V\), the second term being its mean potential energy. The energy error is thus \((t-V)/2=0.0126\) eV, and

\[
F_h-F_r=0.0126-0.0483=-0.0357\ \mathrm{eV},
\]

where 0.0483 eV is \(T\Delta S\) and the subscript \(r\) denotes the hindered rotor. The corresponding ratio is \(q_h/q_r=e^{0.0357/0.02569}=4.0\).

If gaseous dimethylzinc is a product with unit coefficient, and all other contributions are held fixed, its equilibrium constant is overestimated by this factor of 4. The entropy error alone would suggest \(e^{1.88}=6.6\). That larger factor would apply if the entropy were wrong and the thermal energy right. A correction should therefore replace both quantities together.

## Comparison with the molecule in use

The quick estimate gave 16 J/(mol K) and the derivation gives 15.6. The methyl geometry used here is ordinary, but 20 cm⁻¹ is an assigned harmonic input, not a measured fundamental. With the rotor held fixed, an input of 10 cm⁻¹ raises the error to 21.4 J/(mol K), and 40 cm⁻¹ lowers it to 9.9. Each factor of two moves the answer by nearly \(R\ln2\), while the free-rotor entropy does not depend on this uncertain frequency, and the barrier implied by 40 cm⁻¹ would lower it by only 0.003 J/(mol K).

For dimethylzinc as a vapour-deposition precursor, a rough hot-zone temperature is 600 K. There the model error is 18.5 J/(mol K), larger by \(\tfrac12R\ln(600/298.15)=2.9\); this says nothing about whether the molecule survives. Changing the geometry from 1.07 Å and 112° to 1.11 Å and 108° moves the rotor entropy by 0.5 J/(mol K). A real barrier need not equal the one implied by 20 cm⁻¹, but even 0.020 eV would lower the rotor entropy by just 0.26 J/(mol K). The real skeleton also bends, which breaks the assumption of a straight axis and couples bending to torsion. That effect has not been sized here, so the tenths in 15.6 describe the model. Even the rounded value, 16 J/(mol K), belongs to the assumed input of 20 cm⁻¹ and is not a fixed property of dimethylzinc: a calculation that returns another frequency has another error.

The symmetry number matters more than these geometric details. If it were left out of the rotor while the external number stayed at 6, the rotor entropy would rise by \(R\ln3=9.1\) J/(mol K), and the apparent error would shrink to 6.5. The value near 16 therefore requires the internal symmetry number three together with the external number six.
